**Kissinger's relation tested on a simulated porogen ramp**

For one first-order decomposition under linear heating, $\ln(\beta/T_p^2)=\ln(Ak_B/E)-E/(k_BT_p)$, where $\beta$ is the heating rate, $T_p$ the temperature of maximum rate, $E$ the activation energy, $A$ the prefactor and $k_B$ Boltzmann's constant. The program integrates the rate equation at four heating rates, locates each peak numerically, and asserts that it lies within 0.01 K of the explicit Lambert-function solution. It also asserts that the fitted line returns $E$ and $A$, that each resolved rate curve has a single maximum, that a warmer start leaves the peak in place, and that a start above the peak gives a falling rate. Further assertions cover the conversion at the peak, the peak width, and the apparent energies found when $T_p^2$ is left out or the prefactor is proportional to $T$. The output shows that a second-order reaction gives almost the same Kissinger energy, 2.103 eV against 2.100 eV, but a much wider peak. With the assumed inputs, thermal lag lowers the apparent energy to 2.03 eV and fragment diffusion lowers it to 1.99 eV. A 0.05 eV spread of activation energies changes the apparent energy by less than 1 % but widens the peak by one third.

## Check in Python

```python
"""Kissinger relation for one first-order porogen decomposition on a linear ramp.

Result under test: ln(beta/Tp^2) = ln(A kB/E) - E/(kB Tp), where
  beta = heating rate (K/s), Tp = temperature of maximum decomposition rate (K),
  E = activation energy (eV), A = prefactor (1/s), kB = Boltzmann constant (eV/K).
Peaks are found by integrating the rate equation, not from the relation itself.
Rates are per kelvin of ramp; x = E/(kB Tp).
"""
import numpy as np
from scipy import constants
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize_scalar
from scipy.special import exp1, lambertw

kB = constants.k / constants.e
E, A, T_start = 2.1, 5e13, 300.0
beta_min = np.array([2.0, 5.0, 10.0, 20.0])
betas = beta_min / 60.0
noise_limit = 1e-6  # rates below this part of the maximum are not compared pointwise


def arrhenius(T):
    return A * np.exp(-E / (kB * T))


def ramp(rate_constant, beta, start=T_start, order=1):
    """Integrate the remaining fraction; return it and the rate as functions of T."""
    sol = solve_ivp(lambda T, c: -rate_constant(T) / beta * c**order,
                    (start, 760.0), [1.0], method="DOP853", rtol=1e-11,
                    atol=1e-13, max_step=2.0, dense_output=True)
    assert sol.success

    def remaining(T):
        return sol.sol(T)[0]

    def rate(T):
        return rate_constant(T) / beta * remaining(T)**order
    return remaining, rate


def find_peak(rate, low=560.0, high=755.0):
    grid = np.arange(low, high, 1.0)
    values = np.array([rate(T) for T in grid])
    i = int(np.argmax(values))
    assert 0 < i < len(grid) - 1
    best = minimize_scalar(lambda T: -rate(T) / values[i], method="bounded",
                           bounds=(grid[i - 1], grid[i + 1]),
                           options={"xatol": 1e-7})
    return best.x


def full_width(rate, Tp):
    half = 0.5 * rate(Tp)
    left = brentq(lambda T: rate(T) / half - 1, Tp - 100, Tp)
    right = brentq(lambda T: rate(T) / half - 1, Tp, min(Tp + 100, 759.0))
    return right - left


def kissinger_fit(peaks):
    slope, intercept = np.polyfit(1 / peaks, np.log(betas / peaks**2), 1)
    energy = -slope * kB
    return energy, np.exp(intercept) * energy / kB


def closed_rate(T, beta, energy=E, prefactor=A):
    """First-order rate for a cold start, using the exponential integral."""
    y = energy / (kB * T)
    integral = energy / kB * (np.exp(-y) / y - exp1(y))
    return prefactor / beta * np.exp(-y - prefactor / beta * integral)


# Peaks from direct integration, against the explicit solution of the relation
runs = [ramp(arrhenius, b) for b in betas]
Tp = np.array([find_peak(r) for _, r in runs])
x_formula = 2 * lambertw(0.5 * np.sqrt(A * E / (kB * betas))).real
Tp_formula = E / (kB * x_formula)
assert np.max(np.abs(Tp - Tp_formula)) < 0.01
E_fit, A_fit = kissinger_fit(Tp)
assert abs(E_fit / E - 1) < 1e-3 and abs(A_fit / A - 1) < 0.02

# One maximum only, wherever the rate is above integration noise
for _, rate in runs:
    values = rate(np.arange(T_start, 759.0, 0.5))
    values = values[values > noise_limit * values.max()]
    top = int(np.argmax(values))
    assert np.all(np.diff(values[:top]) > 0) and np.all(np.diff(values[top + 1:]) < 0)

# Start temperature: same peak if started below it, no peak if started above it
ref = 2
T_warm, T_hot = 640.0, 720.0
Tp_warm = find_peak(ramp(arrhenius, betas[ref], T_warm)[1], low=T_warm)
assert abs(Tp_warm - Tp[ref]) < 0.01
assert betas[ref] * E / (kB * T_hot**2) < arrhenius(T_hot)
hot_values = ramp(arrhenius, betas[ref], T_hot)[1](np.arange(T_hot, 750.0, 0.5))
assert np.all(hot_values[1:] < hot_values[0])
hot_resolved = hot_values[hot_values > noise_limit * hot_values.max()]
assert len(hot_resolved) > 10 and np.all(np.diff(hot_resolved) < 0)

# Conversion at the peak
x = E / (kB * Tp[ref])
alpha_peak = 1 - runs[ref][0](Tp[ref])
alpha_formula = 1 - np.exp(-(x - x**2 * np.exp(x) * exp1(x)))
alpha_short = 1 - np.exp(-(1 - 2 / x))
assert abs(alpha_peak - alpha_formula) < 1e-4
assert abs(alpha_peak - alpha_short) < 3 / x**2

# Peak width, and the decay of its correction as 1/x
def half_equation(u):
    return u - np.exp(u) + 1 + np.log(2)


width_number = brentq(half_equation, 0, 3) - brentq(half_equation, -5, 0)
width = full_width(runs[ref][1], Tp[ref])
width_leading = width_number * kB * Tp[ref]**2 / E
scaled_error = (width / width_leading - 1) * x
E_big = 10 * E
A_big = betas[ref] * E_big / (kB * Tp[ref]**2) * np.exp(10 * x)
width_big = full_width(lambda T: closed_rate(T, betas[ref], E_big, A_big), Tp[ref])
scaled_error_big = (width_big / (width_leading / 10) - 1) * 10 * x
assert -2 < scaled_error < -1 and -2 < scaled_error_big < -1
check_T = np.linspace(600, 720, 61)
assert np.allclose(closed_rate(check_T, betas[ref]), runs[ref][1](check_T),
                   rtol=1e-6, atol=1e-9)

# Leaving out the Tp^2 factor
kT = kB * Tp.mean()
E_no_square = -kB * np.polyfit(1 / Tp, np.log(betas), 1)[0]
assert abs(E_no_square - (E + 2 * kT)) < 2e-3

# Prefactor proportional to T
T_ref = 670.0
peaks_linear = np.array([find_peak(ramp(
    lambda T: arrhenius(T) * T / T_ref, b)[1]) for b in betas])
E_linear = kissinger_fit(peaks_linear)[0]
E_linear_formula = E + kT - kT**2 / (E + kT)
assert abs(E_linear - E_linear_formula) < 2e-3

# Second-order reaction
second = [ramp(arrhenius, b, order=2) for b in betas]
peaks_second = np.array([find_peak(r) for _, r in second])
E_second = kissinger_fit(peaks_second)[0]
alpha_second = 1 - second[ref][0](peaks_second[ref])
width_second = full_width(second[ref][1], peaks_second[ref])
assert abs(E_second / E - 1) < 0.01 and width_second > 1.2 * width

# Thermal lag of the film behind the thermometer
lag_time = 5.0
film = solve_ivp(lambda t, T: (T_start + betas[-1] * t - T) / lag_time,
                 (0, 100), [T_start], rtol=1e-10, atol=1e-10)
lag_fast = T_start + betas[-1] * 100 - film.y[0, -1]
assert abs(lag_fast - betas[-1] * lag_time) < 1e-5
E_lag = kissinger_fit(Tp + betas * lag_time)[0]
assert E_lag < E

# Fragment diffusion: film cut into cells, sealed at the substrate, open on top
thickness_nm, D_cm2 = 500.0, 1e-10
diffusion_time = (thickness_nm * 1e-7)**2 / D_cm2
cells = 60
matrix = 2 * np.eye(cells) - np.eye(cells, k=1) - np.eye(cells, k=-1)
matrix[0, 0], matrix[-1, -1] = 1, 3
decay, modes = np.linalg.eigh(matrix * cells**2)
weights = modes.sum(axis=0)**2 / cells
mean_delay = diffusion_time * np.sum(weights / decay)
assert abs(mean_delay / (diffusion_time / 3) - 1) < 1e-3
nodes, node_weights = np.polynomial.legendre.leggauss(200)
root_time = np.sqrt(8) * (nodes + 1) / 2
delays = root_time**2
kernel = np.exp(-np.outer(delays, decay)) @ (weights * decay)
delay_weights = kernel * 2 * root_time * node_weights * np.sqrt(8) / 2
assert abs(delay_weights.sum() - 1) < 1e-3
peaks_diffusion = np.array([find_peak(lambda T, b=b: np.sum(
    delay_weights * closed_rate(T - b * delays * diffusion_time, b)))
    for b in betas])
shift = peaks_diffusion - Tp
assert abs(shift[0] / (betas[0] * mean_delay) - 1) < 0.04
assert abs(shift[-1] / (betas[-1] * mean_delay) - 1) < 0.20
E_diffusion = kissinger_fit(peaks_diffusion)[0]
assert E_diffusion < E

# Gaussian spread of activation energies
sigma = 0.05
z, z_weights = np.polynomial.hermite_e.hermegauss(41)
z_weights = z_weights / z_weights.sum()


def spread_rate(T, beta):
    return np.sum(z_weights * closed_rate(T, beta, E + sigma * z))


peaks_spread = np.array([find_peak(lambda T, b=b: spread_rate(T, b)) for b in betas])
E_spread = kissinger_fit(peaks_spread)[0]
width_spread = full_width(lambda T: spread_rate(T, betas[ref]), peaks_spread[ref])
assert width_spread > 1.1 * width and abs(E_spread / E - 1) < 0.05

# Upper bound on wafer heating by the reaction (all heat kept in the wafer)
porogen_fraction, porogen_density, heat_J_g = 0.3, 1.0, 1000.0
wafer_um, wafer_heat = 775.0, 2.0
self_heating = (thickness_nm * 1e-7 * porogen_fraction * porogen_density * heat_J_g
                / (wafer_um * 1e-4 * wafer_heat))
assert self_heating < 0.5

T_cure = constants.zero_Celsius + 400
k_cure = arrhenius(T_cure)

print(f"E = {E:.2f} eV = {E * constants.e * constants.N_A / 1000:.1f} kJ/mol")
print(f"A = {A:.1e} 1/s; kB = {kB:.6e} eV/K; E/kB = {E / kB:.1f} K")
print(f"start temperature = {T_start:.0f} K")
print(f"at start, 10 K/min: beta E/(kB T0^2) = "
      f"{betas[ref] * E / (kB * T_start**2):.3e} 1/s, k(T0) = {arrhenius(T_start):.2e} 1/s")
print("beta K/min | Tp K integrated | Tp K formula | 1000/Tp 1/K | ln(beta/Tp^2), K/s and K")
for bm, b, t, tf in zip(beta_min, betas, Tp, Tp_formula):
    print(f"{bm:5.0f} | {t:.2f} | {tf:.2f} | {1000 / t:.5f} | {np.log(b / t**2):.4f}")
print(f"Kissinger fit: E = {E_fit:.4f} eV, A = {A_fit:.3e} 1/s")
print(f"Tp at 10 K/min = {Tp[ref] - constants.zero_Celsius:.1f} deg C; x = {x:.3f}")
print(f"Tp at 10 K/min, start at {T_warm:.0f} K = {Tp_warm:.2f} K")
print(f"start at {T_hot:.0f} K, 10 K/min: rate only falls; beta E/(kB T0^2) = "
      f"{betas[ref] * E / (kB * T_hot**2):.3e} 1/s, k = {arrhenius(T_hot):.3e} 1/s")
print(f"conversion at peak, 10 K/min: integrated {alpha_peak:.4f}, "
      f"formula {alpha_formula:.4f}, short form {alpha_short:.4f}")
print(f"1 - 1/e = {1 - np.exp(-1):.4f}; width number = {width_number:.4f}")
print(f"full width, 10 K/min: integrated {width:.2f} K, leading formula {width_leading:.2f} K")
print(f"relative width correction times x: {scaled_error:.3f} at x = {x:.1f}, "
      f"{scaled_error_big:.3f} at x = {10 * x:.1f}")
print(f"k at 400 deg C = {k_cure:.3e} 1/s; 99% removal time = "
      f"{np.log(100) / k_cure / 60:.2f} min")
print(f"mean kB Tp = {kT:.4f} eV")
print(f"apparent E without Tp^2 factor = {E_no_square:.4f} eV; E + 2kT = {E + 2 * kT:.4f} eV")
print(f"apparent E, prefactor ~ T: {E_linear:.4f} eV; formula {E_linear_formula:.4f} eV")
print(f"second order: apparent E = {E_second:.4f} eV; at 10 K/min conversion at peak = "
      f"{alpha_second:.4f}, width = {width_second:.2f} K")
print(f"thermal lag time = {lag_time:.1f} s; lag at 20 K/min = {lag_fast:.2f} K; "
      f"apparent E = {E_lag:.4f} eV")
print(f"film = {thickness_nm:.0f} nm; D = {D_cm2:.1e} cm2/s; mean exit delay = {mean_delay:.2f} s")
print(f"diffusion: peak shift {shift[0]:.2f} K at 2 K/min, {shift[-1]:.2f} K at 20 K/min; "
      f"apparent E = {E_diffusion:.4f} eV")
print(f"spread of E, sigma = {sigma:.3f} eV: apparent E = {E_spread:.4f} eV; "
      f"Tp = {peaks_spread[ref]:.2f} K, width = {width_spread:.2f} K at 10 K/min")
print(f"heating inputs: porogen fraction {porogen_fraction:.2f}, {porogen_density:.1f} g/cm3, "
      f"{heat_J_g:.0f} J/g; wafer {wafer_um:.0f} um, {wafer_heat:.1f} J/(cm3 K)")
print(f"upper bound on reaction heating of wafer = {self_heating:.3f} K")
print("tests ok")
```

Output:

```
E = 2.10 eV = 202.6 kJ/mol
A = 5.0e+13 1/s; kB = 8.617333e-05 eV/K; E/kB = 24369.5 K
start temperature = 300 K
at start, 10 K/min: beta E/(kB T0^2) = 4.513e-02 1/s, k(T0) = 2.63e-22 1/s
beta K/min | Tp K integrated | Tp K formula | 1000/Tp 1/K | ln(beta/Tp^2), K/s and K
    2 | 645.01 | 645.01 | 1.55037 | -16.3397
    5 | 660.21 | 660.21 | 1.51468 | -15.4700
   10 | 672.17 | 672.17 | 1.48771 | -14.8128
   20 | 684.57 | 684.57 | 1.46077 | -14.1562
Kissinger fit: E = 2.1000 eV, A = 5.000e+13 1/s
Tp at 10 K/min = 399.0 deg C; x = 36.255
Tp at 10 K/min, start at 640 K = 672.17 K
start at 720 K, 10 K/min: rate only falls; beta E/(kB T0^2) = 7.835e-03 1/s, k = 9.991e-02 1/s
conversion at peak, 10 K/min: integrated 0.6129, formula 0.6129, short form 0.6113
1 - 1/e = 0.6321; width number = 2.4464
full width, 10 K/min: integrated 43.72 K, leading formula 45.36 K
relative width correction times x: -1.310 at x = 36.3, -1.391 at x = 362.5
k at 400 deg C = 9.475e-03 1/s; 99% removal time = 8.10 min
mean kB Tp = 0.0573 eV
apparent E without Tp^2 factor = 2.2145 eV; E + 2kT = 2.2147 eV
apparent E, prefactor ~ T: 2.1558 eV; formula 2.1558 eV
second order: apparent E = 2.1025 eV; at 10 K/min conversion at peak = 0.4745, width = 61.91 K
thermal lag time = 5.0 s; lag at 20 K/min = 1.67 K; apparent E = 2.0264 eV
film = 500 nm; D = 1.0e-10 cm2/s; mean exit delay = 8.33 s
diffusion: peak shift 0.27 K at 2 K/min, 2.49 K at 20 K/min; apparent E = 1.9928 eV
spread of E, sigma = 0.050 eV: apparent E = 2.0863 eV; Tp = 668.31 K, width = 58.15 K at 10 K/min
heating inputs: porogen fraction 0.30, 1.0 g/cm3, 1000 J/g; wafer 775 um, 2.0 J/(cm3 K)
upper bound on reaction heating of wafer = 0.097 K
tests ok
```
